# Critical Thickness for Uniform Polarization in a Ferroelectric Film with Imperfect Electrodes: a numerical check

```python
"""
Critical thickness of a uniformly polarized ferroelectric film between metals.

Result under test, for a short-circuited film with energy density
    f = a P^2/2 + b P^4/4   (a < 0, b > 0),   D = eps_b E + P :
    d_c = Lam (1/|a| - eps_b),   Lam = lambda_1/eps_1 + lambda_2/eps_2
    P_s = P0 sqrt((d - d_c)/(d + eps_b Lam)),   P0 = sqrt(|a|/b)
lambda_i, eps_i : screening length and permittivity of electrode i
eps_b           : background permittivity of the film
Internally lengths are in nm, permittivities are relative to vacuum, and
a, b, g are multiplied by the vacuum permittivity. P and D are in C/m^2.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq

EPS0, QE, HBAR = const.epsilon_0, const.e, const.hbar
ME, KB = const.m_e, const.k

# Rough, round parameters
a_abs_SI = 7.0e8        # |a| at 300 K, m/F
P0 = 0.30               # bulk polarization of the model, C/m^2
eps_b = 7.0             # background permittivity along the normal
eps_x = 100.0           # in-plane permittivity
g_SI = 1.0e-10          # gradient coefficient, J m^3/C^2
lam = (0.04, 0.08)      # electrode screening lengths, nm
eps_e = (8.0, 8.0)      # electrode permittivities
d_film = 3.0            # nm
slope_SI = 7.0e5        # da/dT, m/(F K)
sextic_SI = 5.0e10      # c in an added energy c P^6/6, J m^9/C^6
offset = 0.10           # uncompensated contact-potential offset, V
barrier_eV = 0.60       # mean tunnel barrier without polarization, eV
T_room, T_use = 300.0, 358.0
cell_nm = 0.40
patch_nm = 5.0

a_red = a_abs_SI * EPS0
b_SI = a_abs_SI / P0**2
b_red = b_SI * EPS0
g_red = g_SI * EPS0 * 1e18
L1, L2 = lam[0] / eps_e[0], lam[1] / eps_e[1]
L = L1 + L2


def critical_thickness(a_value):
    return L * (1 / a_value - eps_b)


def polarization(d):
    return P0 * np.sqrt((d - d_c) / (d + eps_b * L))


def switching_voltage(d):
    field = 2 / (3 * np.sqrt(3)) * a_abs_SI * P0 * 1e-9   # V/nm
    return field * (d - d_c)**1.5 / np.sqrt(d + eps_b * L)


d_c = critical_thickness(a_red)
P_s = polarization(d_film)
D_s = P_s * d_film / (d_film + eps_b * L)
A_SI = -a_abs_SI + L / (d_film + eps_b * L) / EPS0
barrier_area = d_film * 1e-9 * A_SI**2 / (4 * b_SI)
V_c = switching_voltage(d_film)

# Independent energy: D(z) resolved in both metals, P(z) free in the film
N_METAL, N_FILM = 200, 30


def energy_matrix(d, a_value):
    size = 1 + 2 * (N_METAL - 1) + N_FILM
    H = np.zeros((size, size))
    for e in range(2):
        h = 10 * lam[e] / N_METAL
        first = 1 + e * (N_METAL - 1)
        nodes = [0] + list(range(first, first + N_METAL - 1))
        local = h / (2 * eps_e[e])
        stiff = lam[e]**2 / (eps_e[e] * h)
        for i, j in zip(nodes[:-1], nodes[1:]):
            H[i, i] += local + stiff
            H[j, j] += local + stiff
            H[i, j] -= stiff
            H[j, i] -= stiff
        H[nodes[-1], nodes[-1]] += local + stiff   # D = 0 deep in the metal
    h = d / N_FILM
    start = size - N_FILM
    for i in range(start, size):
        H[0, 0] += h / eps_b
        H[i, i] += h * (1 / eps_b - a_value)
        H[0, i] -= h / eps_b
        H[i, 0] -= h / eps_b
        if i + 1 < size:
            s = g_red / h
            H[i, i] += s
            H[i + 1, i + 1] += s
            H[i, i + 1] -= s
            H[i + 1, i] -= s
    return H


def lowest_curvature(d, a_value=a_red):
    return np.linalg.eigvalsh(energy_matrix(d, a_value))[0]


d_c_num = brentq(lowest_curvature, 1.0, 5.0, xtol=1e-6)
# Electrode grid of lambda/20 gives a relative error of a few 1e-4
assert abs(d_c_num / d_c - 1) < 1e-3

H = energy_matrix(d_film, a_red)
h_film = d_film / N_FILM
x = np.zeros(len(H))
x[-N_FILM:] = P0
for _ in range(60):
    grad = H @ x
    grad[-N_FILM:] += h_film * b_red * x[-N_FILM:]**3
    hess = H.copy()
    ids = np.arange(len(H) - N_FILM, len(H))
    hess[ids, ids] += 3 * h_film * b_red * x[-N_FILM:]**2
    step = np.linalg.solve(hess, grad)
    x -= step
    if np.max(np.abs(step)) < 1e-12:
        break
P_num = x[-N_FILM:].mean()
G_num = (0.5 * x @ H @ x + h_film * b_red / 4 * np.sum(x[-N_FILM:]**4))
G_num *= 1e-9 / EPS0
assert np.ptp(x[-N_FILM:]) < 1e-8
assert abs(P_num / P_s - 1) < 3e-3
assert abs(x[0] / D_s - 1) < 3e-3
assert abs(-G_num / barrier_area - 1) < 1e-2

# Existence condition: very thin film on either side of eps_b |a| = 1
assert lowest_curvature(0.01, 0.8 / eps_b) > 0
assert lowest_curvature(0.01, 1.2 / eps_b) < 0

# Switching voltage from the full voltage-polarization curve
P_grid = np.linspace(0, P0, 200001)
E_grid = -a_abs_SI * P_grid + b_SI * P_grid**3
D_grid = eps_b * EPS0 * E_grid + P_grid
V_grid = E_grid * d_film * 1e-9 + D_grid * L * 1e-9 / EPS0
assert abs(np.max(-V_grid) / V_c - 1) < 1e-6


# Lateral modulation: depolarizing stiffness and its finite-element check
def modulation_stiffness(k, d):
    y1 = eps_e[0] * np.sqrt(k**2 + 1 / lam[0]**2)
    y2 = eps_e[1] * np.sqrt(k**2 + 1 / lam[1]**2)
    q = k * np.sqrt(eps_x / eps_b)
    t = eps_b * q
    th = np.tanh(q * d / 2)
    coth = 1 / np.tanh(q * d)
    return (y1 + y2 + 2 * t * th) / (d * (y1 * y2 + (y1 + y2) * t * coth + t**2))


def stiffness_by_elements(k, d):
    n_e, n_f = 240, 300
    h = np.r_[np.full(n_e, 12 * lam[0] / n_e), np.full(n_f, d / n_f),
              np.full(n_e, 12 * lam[1] / n_e)]
    ez = np.r_[np.full(n_e, eps_e[0]), np.full(n_f, eps_b),
               np.full(n_e, eps_e[1])]
    mass = np.r_[np.full(n_e, eps_e[0] * (k**2 + 1 / lam[0]**2)),
                 np.full(n_f, eps_x * k**2),
                 np.full(n_e, eps_e[1] * (k**2 + 1 / lam[1]**2))]
    K = np.zeros((len(h) + 1, len(h) + 1))
    for i in range(len(h)):
        s, m = ez[i] / h[i], mass[i] * h[i] / 6
        K[i:i + 2, i:i + 2] += [[s + 2 * m, m - s], [m - s, s + 2 * m]]
    load = np.zeros(len(h) + 1)
    load[n_e], load[n_e + n_f] = -1.0, 1.0
    phi = np.zeros(len(h) + 1)
    phi[1:-1] = np.linalg.solve(K[1:-1, 1:-1], load[1:-1])
    return (phi[n_e + n_f] - phi[n_e]) / d


for k_test in (0.05, 0.7, 2.0):
    ratio = stiffness_by_elements(k_test, d_film) / modulation_stiffness(k_test, d_film)
    assert abs(ratio - 1) < 2e-3
uniform_stiffness = L / (d_film + eps_b * L)
assert abs(modulation_stiffness(1e-4, d_film) / uniform_stiffness - 1) < 1e-5

k_grid = np.linspace(1e-3, 4.0, 8001)


def softest(d):
    values = modulation_stiffness(k_grid, d) + g_red * k_grid**2
    i = np.argmin(values)
    return values[i], k_grid[i]


d_mod = brentq(lambda d: softest(d)[0] - a_red, 0.5 * d_c, d_c)
k_mod = softest(d_mod)[1]
d_resist = brentq(lambda d: 2 * a_red - 3 * L / (d + eps_b * L) + softest(d)[0],
                  d_c, 2 * d_c)
assert d_mod < d_c * (1 - 1e-3) and d_resist > d_c * (1 + 1e-3)

# Contact offset, temperature and sixth-order term
P_offset = (offset / (b_SI * (d_c + eps_b * L) * 1e-9))**(1 / 3)


def voltage_at_dc(P):
    E = -a_abs_SI * P + b_SI * P**3
    D = eps_b * EPS0 * E + P
    return E * d_c * 1e-9 + D * L * 1e-9 / EPS0


assert abs(voltage_at_dc(P_offset) / offset - 1) < 1e-9
d_offset = brentq(lambda d: switching_voltage(d) - offset, d_c, 20.0)
a_hot = a_abs_SI - slope_SI * (T_use - T_room)
d_c_hot = critical_thickness(a_hot * EPS0)
P_hot = np.sqrt((a_hot - uniform_stiffness / EPS0) / b_SI)
assert abs(brentq(lambda d: lowest_curvature(d, a_hot * EPS0), 1, 5)
           / d_c_hot - 1) < 1e-3
P_sextic = brentq(lambda P: A_SI + b_SI * P**2 + sextic_SI * P**4, 0, P0)


# Tunnelling exponent at the Fermi energy, normal incidence, free mass
def exponent(u_left, u_right, d):
    pref = 2 * np.sqrt(2 * ME * QE) / HBAR * 1e-9
    return pref * d * 2 / 3 * (u_right**1.5 - u_left**1.5) / (u_right - u_left)


shift1 = D_s * L1 * 1e-9 / EPS0
shift2 = D_s * L2 * 1e-9 / EPS0
low = (barrier_eV + shift1, barrier_eV - shift2)
high = (barrier_eV - shift1, barrier_eV + shift2)
S_low, S_high = exponent(*low, d_film), exponent(*high, d_film)
for ends, S in ((low, S_low), (high, S_high)):
    integral = quad(lambda z: np.sqrt(2 * ME * QE * (ends[0]
                    + (ends[1] - ends[0]) * z / d_film)), 0, d_film)[0]
    assert abs(2 * integral * 1e-9 / HBAR / S - 1) < 1e-8
contrast = np.exp(S_high - S_low)
assert contrast > 1
same = exponent(barrier_eV + shift1, barrier_eV - shift1, d_film)
same_reversed = exponent(barrier_eV - shift1, barrier_eV + shift1, d_film)
assert abs(same - same_reversed) < 1e-10
decay_nm = HBAR / (2 * np.sqrt(2 * ME * barrier_eV * QE)) * 1e9

E_dep = D_s * L / d_film / EPS0 * 1e-8
n_ind = [D_s / (QE * s * 1e-9) * 1e-6 for s in lam]
patch_kT = barrier_area * (patch_nm * 1e-9)**2 / (KB * T_room)
z_length = np.sqrt(g_red / (1 / eps_b - a_red))

print(f"input |a| at 300 K: {a_abs_SI:.2e} m/F")
print(f"input bulk P0: {P0*100:.1f} uC/cm2")
print(f"quartic coefficient b: {b_SI:.3e} J m^5/C^4")
print(f"input relative eps_b, eps_x: {eps_b:.0f}, {eps_x:.0f}")
print(f"input gradient coefficient g: {g_SI:.1e} J m^3/C^2")
print(f"input screening lengths 1, 2: {lam[0]:.2f}, {lam[1]:.2f} nm")
print(f"input electrode relative permittivities: {eps_e[0]:.0f}, {eps_e[1]:.0f}")
print(f"eps0*Lambda, electrodes 1, 2, sum: {L1:.4f}, {L2:.4f}, {L:.4f} nm")
print(f"1/(eps0 |a|): {1/a_red:.2f} (dimensionless)")
print(f"eps_b |a|: {eps_b*a_red:.4f} (dimensionless)")
print(f"critical thickness, formula: {d_c:.4f} nm")
print(f"critical thickness, resolved electrodes: {d_c_num:.4f} nm")
print(f"critical thickness in {cell_nm:.1f} nm cells: {d_c/cell_nm:.2f}")
print(f"input film thickness: {d_film:.1f} nm")
print(f"film polarization, formula: {P_s*100:.3f} uC/cm2")
print(f"film polarization, resolved electrodes: {P_num*100:.3f} uC/cm2")
print(f"fraction of bulk polarization: {P_s/P0:.4f}")
print(f"electrode charge density D: {D_s*100:.3f} uC/cm2")
print(f"depolarizing field magnitude: {E_dep:.3f} MV/cm")
print(f"uniform switching voltage: {V_c*1000:.2f} mV")
print(f"uniform energy barrier, formula: {barrier_area*1000:.3f} mJ/m2")
print(f"uniform energy barrier, numerical: {-G_num*1000:.3f} mJ/m2")
print(f"barrier of {patch_nm:.0f} nm square patch at 300 K: {patch_kT:.1f} kT")
print(f"length for P variation along z: {z_length:.3f} nm")
print(f"modulation instability thickness: {d_mod:.4f} nm")
print(f"modulation period there: {2*np.pi/k_mod:.2f} nm")
print(f"uniform state resists modulation above: {d_resist:.4f} nm")
print(f"input contact offset: {offset:.2f} V")
print(f"P at critical thickness with offset: {P_offset*100:.2f} uC/cm2")
print(f"two states with offset need d above: {d_offset:.3f} nm")
print(f"input da/dT: {slope_SI:.1e} m/(F K)")
print(f"critical thickness at {T_use:.0f} K: {d_c_hot:.4f} nm")
print(f"film polarization at {T_use:.0f} K: {P_hot*100:.3f} uC/cm2")
print(f"input sixth-order coefficient c: {sextic_SI:.1e} J m^9/C^6")
print(f"film polarization with sixth-order term: {P_sextic*100:.3f} uC/cm2")
print(f"induced density at metal 1: {n_ind[0]:.2e} cm^-3")
print(f"induced density at metal 2: {n_ind[1]:.2e} cm^-3")
print(f"input mean tunnel barrier: {barrier_eV:.2f} eV")
print(f"barrier ends, P toward metal 2: {low[0]:.4f}, {low[1]:.4f} eV")
print(f"barrier ends, P toward metal 1: {high[0]:.4f}, {high[1]:.4f} eV")
print(f"mean barrier change on reversal: {shift2-shift1:.4f} eV")
print(f"tunnel exponents, P toward 2, toward 1: {S_low:.3f}, {S_high:.3f}")
print(f"transmission factor, P toward metal 2: {np.exp(-S_low):.2e}")
print(f"transmission ratio of the two states: {contrast:.2f}")
print(f"electron density decay length in film: {decay_nm:.3f} nm")
print("finished without a failed check")
```

It prints:

```
input |a| at 300 K: 7.00e+08 m/F
input bulk P0: 30.0 uC/cm2
quartic coefficient b: 7.778e+09 J m^5/C^4
input relative eps_b, eps_x: 7, 100
input gradient coefficient g: 1.0e-10 J m^3/C^2
input screening lengths 1, 2: 0.04, 0.08 nm
input electrode relative permittivities: 8, 8
eps0*Lambda, electrodes 1, 2, sum: 0.0050, 0.0100, 0.0150 nm
1/(eps0 |a|): 161.34 (dimensionless)
eps_b |a|: 0.0434 (dimensionless)
critical thickness, formula: 2.3152 nm
critical thickness, resolved electrodes: 2.3159 nm
critical thickness in 0.4 nm cells: 5.79
input film thickness: 3.0 nm
film polarization, formula: 14.089 uC/cm2
film polarization, resolved electrodes: 14.082 uC/cm2
fraction of bulk polarization: 0.4696
electrode charge density D: 13.613 uC/cm2
depolarizing field magnitude: 0.769 MV/cm
uniform switching voltage: 26.00 mV
uniform energy barrier, formula: 2.299 mJ/m2
uniform energy barrier, numerical: 2.294 mJ/m2
barrier of 5 nm square patch at 300 K: 13.9 kT
length for P variation along z: 0.080 nm
modulation instability thickness: 2.2514 nm
modulation period there: 10.22 nm
uniform state resists modulation above: 2.3463 nm
input contact offset: 0.10 V
P at critical thickness with offset: 17.45 uC/cm2
two states with offset need d above: 4.188 nm
input da/dT: 7.0e+05 m/(F K)
critical thickness at 358 K: 2.4642 nm
film polarization at 358 K: 12.096 uC/cm2
input sixth-order coefficient c: 5.0e+10 J m^9/C^6
film polarization with sixth-order term: 13.346 uC/cm2
induced density at metal 1: 2.12e+22 cm^-3
induced density at metal 2: 1.06e+22 cm^-3
input mean tunnel barrier: 0.60 eV
barrier ends, P toward metal 2: 0.6769, 0.4463 eV
barrier ends, P toward metal 1: 0.5231, 0.7537 eV
mean barrier change on reversal: 0.0769 eV
tunnel exponents, P toward 2, toward 1: 22.994, 24.528
transmission factor, P toward metal 2: 1.03e-10
transmission ratio of the two states: 4.63
electron density decay length in film: 0.126 nm
finished without a failed check
```
